# Step-threshold reaction probability averaged over Maxwellian wall impacts

## Definitions and conventions

Gas atoms or radicals of mass $m$ strike a flat wall. The $z$ axis points from the gas into the wall, so an incident atom has $v_z>0$. Its translational energy is split into

$$E_n=\tfrac12 mv_z^2,\qquad E_t=\tfrac12 m(v_x^2+v_y^2),\qquad E=E_n+E_t .$$

The incident atoms are assumed to belong to a Maxwellian without drift,

$$f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-m v^2/2kT},\qquad v_z>0 .$$

Here $n$ is the density of the complete Maxwellian whose incoming half is present, and $T$ is the gas temperature where the atoms had their last collision before the wall. It is neither the wall temperature nor the temperature in the middle of the reactor, unless these happen to be equal.

An impact reacts with probability $s_0$ if its energy exceeds a threshold $E_0$, and otherwise not at all. Two versions of this model are treated: in one $E_n$ must exceed $E_0$, in the other $E$ must. The plateau $s_0\le 1$ holds whatever does not depend on the impact energy, such as the fraction of reactive sites. With

$$x=\frac{E_0}{kT},$$

the averages per impact are

$$\gamma_n=s_0\,e^{-x},\qquad \gamma_t=s_0\,(1+x)\,e^{-x}.$$

"Reaction" may mean sticking or recombination.

## The flux and its weight

Atoms with velocity $\mathbf v$ that reach unit area in time $dt$ fill a column of height $v_z\,dt$. Impacts therefore carry the weight $v_zf$, and fast atoms are over-represented compared with the gas. The Gaussian integrals over $v_x$ and $v_y$ each give $(2\pi kT/m)^{1/2}$, which leaves

$$\Phi=n\left(\frac{m}{2\pi kT}\right)^{1/2}\int_0^\infty v_z e^{-mv_z^2/2kT}dv_z .$$

The remaining integral is $kT/m$. Hence

$$\Phi=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mkT}},$$

where $\bar v=\sqrt{8kT/\pi m}$ is the mean speed and $p=nkT$ the partial pressure. The average probability is

$$\gamma=\frac1\Phi\int_{v_z>0}s(\mathbf v)\,v_zf(\mathbf v)\,d^3v .$$

## Energy distribution of the impacts

Write $d^3v=v_t\,dv_t\,d\varphi\,dv_z$, with $v_t$ the speed along the wall. The prefactor of $f$ divided by $\Phi$ is

$$\left(\frac{m}{2\pi kT}\right)^{3/2}\left(\frac{2\pi m}{kT}\right)^{1/2}=\frac{m}{kT}\cdot\frac{m}{2\pi kT}.$$

The integral over $\varphi$ gives $2\pi$, so the share of impacts in $dv_z\,dv_t$ is

$$\left[\frac{m v_z}{kT}e^{-mv_z^2/2kT}dv_z\right]\left[\frac{m v_t}{kT}e^{-mv_t^2/2kT}dv_t\right].$$

Set $a=E_n/kT$ and $b=E_t/kT$. Then $da=mv_z\,dv_z/kT$ and $db=mv_t\,dv_t/kT$, and the share becomes

$$e^{-a}da\;e^{-b}db,\qquad a,b>0 .$$

The two energies are independent and have the same exponential distribution, for different reasons. The tangential motion has two degrees of freedom; the normal motion has one, plus the factor $v_z$ from the flux. Each energy has mean $kT$, so an impact brings $2kT$ on average, compared with $\tfrac32kT$ for an atom in the volume.

## The two averages

For a normal-energy threshold, $b$ is unrestricted and integrates to one:

$$\frac{\gamma_n}{s_0}=\int_x^\infty e^{-a}da=e^{-x}.$$

For a total-energy threshold, let $w=a+b=E/kT$. Its density is the convolution

$$\int_0^w e^{-a}e^{-(w-a)}da=w\,e^{-w}.$$

Integration by parts gives

$$\frac{\gamma_t}{s_0}=\int_x^\infty we^{-w}dw=\left[-we^{-w}\right]_x^\infty+\int_x^\infty e^{-w}dw=(1+x)e^{-x}.$$

The extra term can be found directly. An impact with $a<x$ passes the total-energy test if $b>x-a$, which has probability $e^{-(x-a)}$. Such impacts contribute

$$\int_0^x e^{-a}e^{-(x-a)}da=x\,e^{-x}.$$

They are the impacts that motion along the wall lifts over the threshold.

The angle of incidence gives another view. At fixed energy the flux is distributed as $2\cos\theta\sin\theta\,d\theta$, and the normal test requires $\cos^2\theta>E_0/E$. The share that meets it is $1-E_0/E=1-x/w$ for $w>x$. Then

$$\int_x^\infty we^{-w}\left(1-\frac xw\right)dw=(1+x)e^{-x}-xe^{-x}=e^{-x},$$

which recovers the normal result. The ratio $\gamma_t/\gamma_n=1+x$ is thus the price of rejecting oblique impacts.

For $x\ll1$,

$$e^{-x}\simeq1-x,\qquad(1+x)e^{-x}\simeq1-\tfrac12x^2 .$$

A low total-energy threshold removes few impacts because the density $we^{-w}$ vanishes at zero energy. For $x\gg1$ both averages are small, and their ratio $1+x$ is large.

### Partly effective tangential energy

Suppose that the condition is $E_n+\alpha E_t>E_0$ with $0<\alpha<1$. Impacts with $a>x$ pass; those with $a<x$ need $b>(x-a)/\alpha$. Therefore

$$\frac{\gamma_\alpha}{s_0}=e^{-x}+e^{-x/\alpha}\int_0^xe^{a(1/\alpha-1)}da .$$

The integral is $\frac{\alpha}{1-\alpha}\left(e^{x/\alpha-x}-1\right)$, so

$$\frac{\gamma_\alpha}{s_0}=e^{-x}+\frac{\alpha}{1-\alpha}\left(e^{-x}-e^{-x/\alpha}\right)=\frac{e^{-x}-\alpha e^{-x/\alpha}}{1-\alpha}.$$

For $\alpha\to0$ this is $e^{-x}$. For $\alpha\to1$ it is the derivative of $\alpha e^{-x/\alpha}$ at $\alpha=1$, namely $(1+x)e^{-x}$. Near $\alpha=1$ an implementation should use that limit, since the quotient loses digits by cancellation.

## Apparent activation energy

Define $\beta=1/kT$ and $E_a=-d\ln\gamma/d\beta$, with $s_0$ and $E_0$ held fixed. For the normal threshold $\ln\gamma_n=\ln s_0-\beta E_0$, so $E_a=E_0$. For the total threshold

$$\ln\gamma_t=\ln s_0+\ln(1+\beta E_0)-\beta E_0,$$

$$E_a=E_0-\frac{E_0}{1+x}=E_0\frac{x}{1+x}.$$

An Arrhenius slope thus underestimates a total-energy threshold. The tangent to the Arrhenius plot also has an intercept that differs from $s_0$:

$$\gamma_t e^{E_a/kT}=s_0(1+x)e^{-x+x^2/(1+x)}=s_0(1+x)e^{-x/(1+x)}.$$

## Use in a simulation

A fluid model has no velocity distribution at the wall and needs $\gamma_n$ or $\gamma_t$ in its boundary condition. A particle simulation that already delivers individual impacts should apply the step to each impact; multiplying by $e^{-x}$ as well would count the threshold twice. To generate Maxwellian impacts, take independent uniform numbers $U_1,U_2$ in $(0,1)$ and set $E_n=-kT\ln U_1$, $E_t=-kT\ln U_2$. This works because $P(E_n>c)=P(U_1<e^{-c/kT})=e^{-c/kT}$.

Averaging over the density of approaching atoms instead of their flux gives a different result. With $q=v_z\sqrt{m/2kT}$, the normal fraction would be

$$\frac{2}{\sqrt\pi}\int_{\sqrt x}^\infty e^{-q^2}dq=\operatorname{erfc}\sqrt x .$$

With $q$ now the scaled total speed, the total fraction would be

$$\frac4{\sqrt\pi}\int_{\sqrt x}^\infty q^2e^{-q^2}dq=\operatorname{erfc}\sqrt x+2\sqrt{\frac x\pi}\,e^{-x},$$

after integrating $q\cdot qe^{-q^2}$ by parts. Neither is a probability per impact.

## Example: oxygen atoms on hot silica

Consider direct recombination of a gas-phase O atom with an oxygen atom bound to a silica tube. The round parameters are $T=500$ K, $E_0=0.15$ eV, $s_0=0.02$, tube radius $R=10$ mm, total pressure 1 Torr and atomic-oxygen pressure 50 mTorr. Then $kT=0.04309$ eV and

$$x=\frac{0.15}{0.04309}=3.481 .$$

The passing fractions are

$$e^{-x}=0.0308,\qquad(1+x)e^{-x}=4.481\times0.03077=0.138 .$$

Random Cartesian velocities, weighted by $v_z$, gave 0.0309 and 0.1381. Density weighting would give 0.0083 and 0.0731, too low by factors of 3.7 and 1.9.

Multiplication by $s_0$ gives $\gamma_n=6.2\times10^{-4}$ and $\gamma_t=2.8\times10^{-3}$. With $n=9.66\times10^{14}$ cm$^{-3}$ and $\bar v=813$ m/s, the incident flux is $n\bar v/4=1.96\times10^{19}$ cm$^{-2}$ s$^{-1}$. The directly recombining fluxes are $1.2\times10^{16}$ and $5.4\times10^{16}$ cm$^{-2}$ s$^{-1}$.

For a long tube of length $L$ with uniform density, the atom content is $n\pi R^2L$ and the direct loss rate is $(\gamma n\bar v/4)\,2\pi RL$. Their ratio is the lifetime

$$\tau=\frac{2R}{\gamma\bar v},$$

or 40 ms for the normal threshold and 8.9 ms for the total one. These count the incident atom alone. Each event also empties a site. If gas atoms refill every vacated site, the steady loss of gas atoms is $2\gamma\Phi$ and the lifetimes halve.

With $E_0$ and $s_0$ fixed, the temperature changes the passing fractions as follows.

| $T$ (K) | Normal | Total |
|---|---:|---:|
| 300 | 0.0030 | 0.021 |
| 500 | 0.031 | 0.138 |
| 700 | 0.083 | 0.290 |

From 300 to 700 K the normal fraction grows by a factor of 28 and the total fraction by 14. At 500 K the apparent activation energies are 0.150 and 0.117 eV. If the total-threshold data were read as a simple Arrhenius law at that temperature, the inferred threshold would be 22% low and the inferred plateau would be $4.481\,e^{-3.481/4.481}=2.1$ times $s_0$.

The result is sensitive to the barrier. Raising $E_0$ by 0.01 eV changes $x$ by 0.232 and multiplies $\gamma_n$ by $e^{-0.232}=0.79$. A probability quoted to three digits would claim more than such a model can deliver.

### Relation to real silica walls

Recombination probabilities of oxygen atoms on silica are very roughly $10^{-4}$ to $10^{-3}$ in many conditions, and depend on temperature, preparation and plasma exposure. If they are measured as the loss of gas atoms, and gas atoms refill the sites, they compare with $2\gamma$, here $1.2\times10^{-3}$ and $5.5\times10^{-3}$. The normal-threshold result then lies slightly above this rough range and the total-threshold result well above it. Since $s_0$ and $E_0$ were chosen, this does not show which threshold applies. A real amorphous surface breaks the assumption of a single barrier; the assumed spread below raises the probabilities by 27% and 14%. Recombination between two adsorbed atoms is a further channel, left out here, and must be added where it matters.

## Size of the neglected effects

### A spread of barriers

Let $\varepsilon=E_0/kT$ vary between sites as a Gaussian of mean $x$ and standard deviation $s$. Each impact samples this distribution, and site occupation is taken as independent of the barrier. Completing the square,

$$-\varepsilon-\frac{(\varepsilon-x)^2}{2s^2}=-\frac{(\varepsilon-x+s^2)^2}{2s^2}-x+\frac{s^2}{2}.$$

The normal average is therefore multiplied by $e^{s^2/2}$. The weighted Gaussian is centred at $x-s^2$, so $1+\varepsilon$ averages to $1+x-s^2$, and the factor for the total threshold is

$$e^{s^2/2}\left(1-\frac{s^2}{1+x}\right).$$

Negative barriers must have negligible weight. An assumed spread of 0.03 eV gives $s=0.696$ and factors 1.27 and 1.14. If low-barrier sites are emptied faster than they refill, the independence assumption fails.

### Tunnelling and reflection

The step was replaced by the quantum transmission $P(E_n)$ of the barrier $E_0\operatorname{sech}^2(z/d)$, with $d=0.05$ nm and the mass of the O atom. An outgoing wave behind the barrier was continued numerically to the incident side through the Schrödinger equation; $P$ is the inverse square of the incident amplitude for unit outgoing amplitude. The ratio $e^{x}\int_0^\infty P\,e^{-a}da$ is 1.009. For this one-dimensional barrier, quantum effects change $\gamma_n$ by about 1%. A thinner barrier gives a larger change, about 6% for $d=0.02$ nm. So does a lighter mass along the reaction path: with 8 u, the reduced mass of an O–O pair, the changes are about 2% for $d=0.05$ nm and 12% for $d=0.02$ nm.

### Motion of the wall atoms

Suppose that the atom meets a free wall unit of mass $M$ and normal velocity $V$, and that the threshold applies to the relative energy $\tfrac12\mu u^2$, with $u=v_z-V$ and $\mu=mM/(m+M)$. If the unit is at rest, the condition becomes

$$E_n>E_0\frac m\mu=E_0\left(1+\frac mM\right).$$

For $M=60$ u, $m/M=0.267$ and $\gamma_n$ is multiplied by $e^{-0.267x}\simeq0.4$.

If the unit moves thermally at $T_w$, $u$ is Gaussian with variance $\sigma^2=kT/m+kT_w/M$. Encounters occur at a rate proportional to $u$ for $u>0$, and the fraction above $u_0=\sqrt{2E_0/\mu}$ is

$$e^{-u_0^2/2\sigma^2}=e^{-E_0/\mu\sigma^2},\qquad \mu\sigma^2=k\,\frac{MT+mT_w}{M+m}.$$

For $T_w=T$ this is again $e^{-x}$: thermal motion compensates for recoil. The statement is per encounter, with both velocities drawn from full Maxwellians; repeated encounters of one atom are not followed. The factor 0.4 is a cold-wall extreme, not a correction for the 500 K wall. It also warns that a threshold measured with a beam on a cold surface may exceed the barrier that governs the thermal rate.

### Temperature near the wall

With a rough collision cross-section $\sigma_c=0.3$ nm$^2$, the mean free path is $\lambda=kT/(p_{\rm tot}\sigma_c)=0.17$ mm. For uniform heating and constant conductivity, the gas temperature is parabolic in radius. An axis excess $\Delta T$ then gives a wall slope $2\Delta T/R$ and a rise over one free path of

$$\delta T=\frac{2\lambda\Delta T}{R}=\frac{2\times0.173\times200}{10}=6.9\ \text{K}$$

for $\Delta T=200$ K. If 500 K is the wall temperature, this rise alone would increase $\gamma_n$ by about 5% and $\gamma_t$ by about 4%. It leaves out the temperature jump at the wall: the incident gas must be hot enough to deliver the heat that flows to the wall. For O$_2$ with a conductivity of about 0.041 W/(m K), this energy balance requires an excess of about 14 K if molecules leave at the wall temperature and each impact carries $3k$ per kelvin ($2k$ translational, $k$ rotational). This keeps the conductivity constant; if it rises towards the hot axis as $T^{0.8}$, the excess is nearer 16 to 17 K. The figures that follow use 14 K. If the incident atoms are treated as a Maxwellian hotter by this amount, the increases are about 10% and 8%, and larger if thermal accommodation is incomplete. Heat conduction also distorts the velocity distribution, which can add a few percentage points to the increase for the normal threshold. Using the axis temperature of 700 K instead would overestimate the 500 K values by factors of 2.7 and 2.1.

### Density profile and wall loss

For a uniform source $G$ per volume, radial diffusion gives $n(r)=n_w+G(R^2-r^2)/4D$. Balancing production with direct loss, $G\pi R^2=(\gamma n_w\bar v/4)\,2\pi R$, gives $G=\gamma n_w\bar v/2R$ and

$$\frac{n(0)-n_w}{n_w}=\frac{\gamma\bar vR}{8D}.$$

With the estimate $D=\lambda\bar v/3=468$ cm$^2$/s, this is 1.3% for the normal and 6.0% for the total threshold. The wall also removes a fraction $\gamma$ of the returning half of the gas, which alters the local density by about $\gamma/2$, at most 0.14% here. If gas atoms refill the sites, $\gamma$ becomes $2\gamma$ in these estimates and they double.

These estimates are for a gas at uniform temperature. Heating has a larger effect on the density: with a 500 K wall, an axis 200 K hotter, and uniform pressure and atomic fraction, the density on the axis is 29% below that at the wall and the mean is 16% below it. The lifetimes computed above for uniform density then shorten by 16%.

### Atoms born fast

Dissociation can create atoms well above $E_0$. Let one collision slow them down, and let $\lambda\ll R$. With isotropic emission and $c=\cos\theta$, the uncollided flux to the wall is

$$G\int_0^\infty dz'\int_0^1\frac{dc}{2}\,e^{-z'/c\lambda}=\frac{G\lambda}{2}\int_0^1c\,dc=\frac{G\lambda}{4},$$

where $z'$ is the distance from the wall. With a total-energy threshold they react at the rate $s_0G\lambda/4$ per area. With a normal threshold, oblique impacts fail and the rate is smaller by the factor $1-E_0/E$, for example 0.7 at a birth energy of 0.5 eV. The total direct loss is $GR/2$. Their share is therefore at most

$$\frac{s_0\lambda}{2R}=\frac{0.02\times0.173}{20}=1.7\times10^{-4},$$

or twice this with refilling from the gas. Atoms that stay above the threshold through several collisions raise the share. For birth energies of 0.5 to 3 eV and elastic scattering from O$_2$ at rest, isotropic in the centre-of-mass frame, the increase is a factor of about 1.3 to 4, depending on the energy and the type of threshold, if only the first wall impact of each atom is counted. If unreacted atoms rebound from the wall without losing energy, the factor reaches about 5. The share remains small in either case. At constant temperature $\lambda\propto1/p_{\rm tot}$. At 10 mTorr it would be 17 mm, longer than the tube radius: the estimate then fails, and so does the assumption that atoms take up a local gas temperature just before the wall. Such conditions call for the actual impact distribution. The same holds for ions accelerated by a sheath, whose impacts are not a drift-free Maxwellian.

The inputs and main results of the example are listed in the numerical output.

## Table of computed values

```
Gas temperature T = 500 K, kT = 0.04309 eV
Threshold E0 = 0.15 eV, x = E0/kT = 3.4814
Plateau s0 = 0.020, atom mass = 15.999 u
Total pressure = 1.0 Torr, O atoms = 50 mTorr
Tube radius = 10 mm
Passing fraction, normal threshold = 0.03077
Passing fraction, total threshold  = 0.13787
Ratio total/normal = 4.481
Sampled fractions: normal 0.0309, total 0.1381
Sampled mean energy/kT: normal 1.001, total 2.001
Density-weighted (wrong): 0.00832, 0.07310
Reaction probability gamma_n = 6.153e-04
Reaction probability gamma_t = 2.757e-03
Mean speed = 813.4 m/s
O-atom density = 9.656e+14 cm^-3
Incident flux = 1.964e+19 cm^-2 s^-1
Recombining flux, normal = 1.208e+16 cm^-2 s^-1
Recombining flux, total  = 5.415e+16 cm^-2 s^-1
Wall lifetime: normal 39.96 ms, total 8.92 ms
Apparent activation energy, normal = 0.1500 eV
Apparent activation energy, total  = 0.1165 eV
300 K: x = 5.802, normal fraction 0.00302, total fraction 0.02055
500 K: x = 3.481, normal fraction 0.03077, total fraction 0.13787
700 K: x = 2.487, normal fraction 0.08319, total fraction 0.29004
Barrier spread = 0.03 eV, spread/kT = 0.696
Spread factor: normal 1.274, total 1.136
Barrier width parameter = 0.05 nm
Quantum transmission factor, normal = 1.0091
Wall unit mass = 60 u, m/M = 0.2666
Recoil factor, wall at gas temperature = 1.0000
Recoil factor, cold free wall unit = 0.395
Collision cross-section = 0.3 nm^2
Mean free path = 0.173 mm
Axis-to-wall temperature excess = 200 K
Temperature rise over one free path = 6.90 K
Change from it: normal 4.86 %, total 3.75 %
Diffusion coefficient = 468 cm^2/s
Density drop/wall density: normal 1.34 %, total 5.99 %
Maxwellian distortion gamma/2: normal 0.0308 %, total 0.1379 %
Fast-atom share of reaction = 0.0173 %
```
